**Magnetoresistance plateau from weak symmetry mixing**

The program treats a two-orbital tunnel junction in which $\Delta_1$ decays more slowly than $\Delta_5$ and the interfaces mix them weakly. The thick-barrier limit is $\mathrm{TMR}=(1-p)^2/(2p)$, where $p$ is the transmission of one antiparallel spin channel divided by that of the parallel majority channel. The program asserts that the factorized transmission, the plateau and the weak-mixing formula for $p$ agree with full lattice transmission within stated tolerances, and that the lattice conductance ratio passes half its plateau between the two whole layer numbers on either side of the predicted crossover. It also asserts the exponential growth without mixing and the decreasing effect of scatterers deeper in the barrier. A separate assertion compares the in-plane momentum average with numerical quadrature. For a mixing energy of 0.02 Ry the output gives $p=0.0046$ and a plateau ratio of 107.4, with the crossover near 6.2 layers. Without mixing, the ratio continues to grow and reaches about $4\times10^7$ at 20 layers. The momentum-averaged estimate approaches its limit much more slowly, as the inverse thickness.

## Verification by program

```python
"""
Result under test: with weak, spin-conserving Delta1-Delta5 mixing at the
interfaces of a magnetic tunnel junction, the magnetoresistance ratio
TMR = (G_P - G_AP)/G_AP saturates with thickness at (1-p)^2/(2p) ~ 1/(2p).
p = thick-barrier transmission of one antiparallel spin channel divided by
that of the parallel majority channel.
Model: layers with two orbitals (0: Delta1, 1: Delta5), hopping -HOP, energy
FERMI, N barrier layers, coupling v between orbitals on both end layers.
Majority electrode: both channels open. Minority electrode: Delta1 closed.
Rydberg atomic units (energy Ry, length bohr); conductance in e^2/h.
The full lattice transmission is compared with thick-barrier formulas.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
HOP, FERMI, SPACING = 0.1, 0.0, 4.0
BARRIER = np.array([0.25, 0.35])
MAJ = np.array([0.0, 0.1])
MINO = np.array([0.3, -0.1])
V_MIX = 0.02


def lead_self_energy(level):
    """Retarded self-energy of a semi-infinite chain with this site level."""
    z = FERMI - level
    if abs(z) < 2 * HOP:
        return (z - 1j * np.sqrt(4 * HOP**2 - z**2)) / 2
    return (z - np.sign(z) * np.sqrt(z**2 - 4 * HOP**2)) / 2 + 0j


def transmission(left, right, levels, couplings):
    """Full lattice transmission; couplings = orbital mixing on each layer."""
    n = len(couplings)
    ham = np.zeros((2 * n, 2 * n), dtype=complex)
    for j, v in enumerate(couplings):
        ham[2*j, 2*j], ham[2*j+1, 2*j+1] = levels
        ham[2*j, 2*j+1] = ham[2*j+1, 2*j] = v
        if j + 1 < n:
            for orb in (0, 1):
                a, b = 2*j + orb, 2*j + 2 + orb
                ham[a, b] = ham[b, a] = -HOP
    sig_l = np.diag([lead_self_energy(e) for e in left])
    sig_r = np.diag([lead_self_energy(e) for e in right])
    ham[:2, :2] += sig_l
    ham[-2:, -2:] += sig_r
    green = np.linalg.inv(FERMI * np.eye(2 * n) - ham)[:2, -2:]
    gam_l, gam_r = -2 * sig_l.imag, -2 * sig_r.imag
    return np.trace(gam_l @ green @ gam_r @ green.conj().T).real


def end_couplings(n, v_left, v_right):
    c = np.zeros(n)
    c[0], c[-1] = v_left, v_right
    return c


def lattice_conductances(n, v, signs=(1, -1)):
    """Parallel and antiparallel conductance, averaged over relative sign."""
    par = anti = 0.0
    for s in signs:
        c = end_couplings(n, v, s * v)
        par += transmission(MAJ, MAJ, BARRIER, c)
        par += transmission(MINO, MINO, BARRIER, c)
        anti += transmission(MAJ, MINO, BARRIER, c)
        anti += transmission(MINO, MAJ, BARRIER, c)
    return par / len(signs), anti / len(signs)


def tmr(n, v, signs=(1, -1)):
    par, anti = lattice_conductances(n, v, signs)
    return par / anti - 1


decay = np.arccosh((BARRIER - FERMI) / (2 * HOP))      # kappa * spacing
prefactor = 2 * HOP * np.sinh(decay)
split = 2 * (decay[1] - decay[0])


def surface_spectral(electrode, v):
    """Spectral matrix on layer 1 of electrode + semi-infinite barrier."""
    sig = np.array([lead_self_energy(e) for e in electrode])
    diag = FERMI - BARRIER - sig + HOP * np.exp(-decay)
    g = np.linalg.inv(np.array([[diag[0], -v], [-v, diag[1]]]))
    return 1j * (g - g.conj().T)


def thick_transmission(left, right, n, v_left, v_right):
    k = np.diag(prefactor * np.exp(-decay * (n - 1)))
    w_l = surface_spectral(left, v_left)
    w_r = surface_spectral(right, v_right)
    return np.trace(w_l @ k @ w_r @ k).real


def mixing_probability(v):
    return (surface_spectral(MINO, v)[0, 0].real
            / surface_spectral(MAJ, v)[0, 0].real)


# Perfect chains must transmit exactly one quantum per open channel.
zero = np.zeros(5)
assert abs(transmission(MAJ, MAJ, MAJ, zero) - 2) < 1e-10
assert abs(transmission(MINO, MINO, MINO, zero) - 1) < 1e-10

# Thick-barrier factorization, including the interference term.
worst = 0.0
for n in (6, 8, 12):
    for s in (1, -1):
        for left, right in ((MAJ, MAJ), (MAJ, MINO), (MINO, MAJ)):
            full = transmission(left, right, BARRIER,
                                end_couplings(n, V_MIX, s * V_MIX))
            approx = thick_transmission(left, right, n, V_MIX, s * V_MIX)
            worst = max(worst, abs(approx / full - 1))
assert worst < 0.01      # neglected multiple reflections across the barrier

# Plateau and its relation to the mixing probability.
p = mixing_probability(V_MIX)
plateau = (1 - p)**2 / (2 * p)
c20 = end_couplings(20, V_MIX, V_MIX)
p_lattice = (transmission(MAJ, MINO, BARRIER, c20)
             / transmission(MAJ, MAJ, BARRIER, c20))
assert abs(p_lattice / p - 1) < 3e-3     # residual interference at N = 20
assert abs(tmr(20, V_MIX) / plateau - 1) < 1e-3
assert abs(tmr(20, V_MIX) / tmr(16, V_MIX) - 1) < 1e-3

# Weak-mixing expression for p, from uncoupled Green's functions.
w_maj0 = surface_spectral(MAJ, 0)[0, 0].real
a5_min = surface_spectral(MINO, 0)[1, 1].real
d1_closed = 1 / (FERMI - BARRIER[0] - lead_self_energy(MINO[0]).real
                 + HOP * np.exp(-decay[0]))


def weak_probability(v):
    return v**2 * a5_min * d1_closed**2 / w_maj0


for v, tol in ((0.01, 0.01), (0.02, 0.03)):
    c = end_couplings(20, v, v)
    ratio = (transmission(MAJ, MINO, BARRIER, c)
             / transmission(MAJ, MAJ, BARRIER, c))
    assert abs(weak_probability(v) / ratio - 1) < tol   # higher orders in v

# Without mixing the growth is exponential and does not stop.
growth = np.log(tmr(15, 0.0) / tmr(14, 0.0))
assert abs(growth - split) < 2e-3

# Crossover thickness: half of the plateau value of G_P/G_AP.
w5_maj = surface_spectral(MAJ, 0)[1, 1].real
r_ratio = (prefactor[1]**2 * w5_maj * a5_min) / (prefactor[0] * w_maj0)**2
n_cross = 1 + np.log(r_ratio / p) / split
lo, hi = int(np.floor(n_cross)), int(np.ceil(n_cross))
assert tmr(lo, V_MIX) + 1 < (plateau + 1) / 2 < tmr(hi, V_MIX) + 1

# A scatterer deeper in the barrier matters exponentially less.
added = []
base = transmission(MAJ, MINO, BARRIER, np.zeros(16))
for depth in (2, 3, 4):
    c = np.zeros(16)
    c[15 - depth] = V_MIX
    added.append(transmission(MAJ, MINO, BARRIER, c) - base)
depth_factors = [added[1] / added[0], added[2] / added[1]]
for f in depth_factors:
    assert abs(f / np.exp(-split) - 1) < 0.02   # weak reflection at the exit

# In-plane momentum: p(k) = p0 + c k^2, averaged over the Delta1 current.
kappa1 = decay[0] / SPACING
C_MOM = 1.0


def mean_k2_formula(d):
    x = 2 * kappa1 * d
    return kappa1 / d * (1 + 3 / x + 3 / x**2) / (1 + 1 / x)


def mean_k2_quadrature(d):
    top = 15 * np.sqrt(kappa1 / d)

    def weight(k):
        return k * np.exp(-2 * d * (np.sqrt(kappa1**2 + k**2) - kappa1))
    num = quad(lambda k: k**2 * weight(k), 0, top, epsabs=0, epsrel=1e-9)[0]
    den = quad(weight, 0, top, epsabs=0, epsrel=1e-9)[0]
    return num / den


distances = (20.0, 80.0, 320.0, 1280.0)
for d in distances:
    assert abs(mean_k2_formula(d) / mean_k2_quadrature(d) - 1) < 1e-6

print(f"hopping {HOP} Ry, Fermi energy {FERMI} Ry, spacing {SPACING} bohr")
print(f"barrier levels Delta1, Delta5: {BARRIER[0]}, {BARRIER[1]} Ry")
print(f"majority levels Delta1, Delta5: {MAJ[0]}, {MAJ[1]} Ry")
print(f"minority levels Delta1, Delta5: {MINO[0]}, {MINO[1]} Ry")
print(f"interface mixing v = {V_MIX} Ry")
print(f"kappa1 = {kappa1:.4f}, kappa5 = {decay[1]/SPACING:.4f} 1/bohr")
print(f"kappa1*a = {decay[0]:.4f}, kappa5*a = {decay[1]:.4f}")
print(f"2(kappa5-kappa1)a = {split:.4f}; lattice growth {growth:.4f}")
print(f"w_maj at v=0: {w_maj0:.4f} 1/Ry")
print(f"A5 minority: {a5_min:.4f} 1/Ry; D1 closed: {d1_closed:.4f} 1/Ry")
print(f"p, weak-mixing formula: {weak_probability(V_MIX):.6f}")
print(f"p, surface spectral ratio: {p:.6f}")
print(f"p, full lattice N=20: {p_lattice:.6f}")
print(f"q = 2p/(1+p^2) = {2*p/(1+p*p):.6f}")
print(f"1/p = {1/p:.2f}, 1/(2p) = {1/(2*p):.2f}")
print(f"plateau (1-p)^2/(2p) = {plateau:.2f} = {100*plateau:.0f} percent")
print(f"largest error of factorized T, N>=6: {100*worst:.3f} percent")
print(f"R = {r_ratio:.4f}, crossover N* = {n_cross:.2f} layers")
d_cross = (n_cross - 1) * SPACING
print(f"crossover (N*-1)a = {d_cross:.2f} bohr = {d_cross*BOHR_NM:.2f} nm")
print("TMR ratio: N, without mixing, with mixing (sign average)")
for n in (4, 6, 7, 8, 10, 12, 16, 20):
    print(f"  {n:2d}  {tmr(n, 0.0):.4g}  {tmr(n, V_MIX):.2f}")
print("interference: N, TMR same-sign v, TMR opposite-sign v")
for n in (6, 10, 20):
    print(f"  {n:2d}  {tmr(n, V_MIX, (1,)):.2f}  {tmr(n, V_MIX, (-1,)):.2f}")
print("mixing scan: v (Ry), p, lattice TMR N=20, (1-p)^2/(2p)")
for v in (0.01, 0.02, 0.04):
    pv = mixing_probability(v)
    limit = (1 - pv)**2 / (2 * pv)
    value = tmr(20, v)
    assert abs(value / limit - 1) < 2e-3
    print(f"  {v:.2f}  {pv:.6f}  {value:.2f}  {limit:.2f}")
print(f"depth factor per layer, lattice: {depth_factors[0]:.4f}, "
      f"{depth_factors[1]:.4f}")
print(f"depth factor exp(-2(kappa5-kappa1)a): {np.exp(-split):.4f}")
print(f"in-plane coefficient c = {C_MOM} bohr^2, p0 = p above")
print("d (bohr), <k^2> (1/bohr^2), <p>, 1/(2<p>)")
for d in distances:
    k2 = mean_k2_quadrature(d)
    mean_p = p + C_MOM * k2
    print(f"  {d:.0f}  {k2:.6f}  {mean_p:.6f}  {1/(2*mean_p):.2f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
hopping 0.1 Ry, Fermi energy 0.0 Ry, spacing 4.0 bohr
barrier levels Delta1, Delta5: 0.25, 0.35 Ry
majority levels Delta1, Delta5: 0.0, 0.1 Ry
minority levels Delta1, Delta5: 0.3, -0.1 Ry
interface mixing v = 0.02 Ry
kappa1 = 0.1733, kappa5 = 0.2897 1/bohr
kappa1*a = 0.6931, kappa5*a = 1.1588
2(kappa5-kappa1)a = 0.9313; lattice growth 0.9313
w_maj at v=0: 4.0000 1/Ry
A5 minority: 1.2080 1/Ry; D1 closed: -6.1803 1/Ry
p, weak-mixing formula: 0.004614
p, surface spectral ratio: 0.004611
p, full lattice N=20: 0.004614
q = 2p/(1+p^2) = 0.009223
1/p = 216.86, 1/(2p) = 108.43
plateau (1-p)^2/(2p) = 107.43 = 10743 percent
largest error of factorized T, N>=6: 0.013 percent
R = 0.6020, crossover N* = 6.23 layers
crossover (N*-1)a = 20.92 bohr = 1.11 nm
TMR ratio: N, without mixing, with mixing (sign average)
   4  13.79  12.10
   6  87.63  47.95
   7  222.1  72.13
   8  563.4  90.06
  10  3628  104.30
  12  2.336e+04  106.93
  16  9.692e+05  107.42
  20  4.021e+07  107.43
interference: N, TMR same-sign v, TMR opposite-sign v
   6  41.84  56.21
  10  99.34  109.79
  20  107.38  107.48
mixing scan: v (Ry), p, lattice TMR N=20, (1-p)^2/(2p)
  0.01  0.001153  432.50  432.51
  0.02  0.004611  107.43  107.43
  0.04  0.018421  26.15  26.15
depth factor per layer, lattice: 0.3968, 0.3947
depth factor exp(-2(kappa5-kappa1)a): 0.3940
in-plane coefficient c = 1.0 bohr^2, p0 = p above
d (bohr), <k^2> (1/bohr^2), <p>, 1/(2<p>)
  20  0.011322  0.015933  31.38
  80  0.002325  0.006936  72.08
  320  0.000551  0.005163  96.85
  1280  0.000136  0.004747  105.32
ALL CHECKS PASSED
```
